Why hydroxyls and reactive defects nucleate oxides on dichalcogenides

In atomic layer deposition on a dichalcogenide, a metal precursor that lands on the surface either reacts or leaves. With the model values used here, it leaves a pristine terrace long before it can react. A hydroxyl group lowers the assumed reaction barrier so far that the two rates become comparable, and the many molecules arriving during one pulse then make conversion of the site almost certain. If trapped molecules reach an empty site at rate w, react at rate k_c and desorb at rate k_d, the site is converted at the rate

K = w k_c/(w + k_c + k_d),

and the converted fraction after a pulse of length t is

q = 1 − exp(−Kt).

For trimethylaluminium on MoS2 at 473 K, with the round model energies used below, Kt is about 1400 on a hydroxyl and 5 × 10⁻¹⁰ on a terrace site.

Two qualifications belong to this result. A defect that binds the precursor but keeps a high reaction barrier is a poor nucleation site. Conversely, reaction need not beat desorption in a single visit, because a pulse supplies thousands of visits.

**What happens at each kind of site**

On a hydroxyl, the electron-poor aluminium atom binds to the oxygen, which brings the acidic hydrogen close to a methyl group. The hydrogen transfers, methane leaves, and an Al–O bond remains. The next water pulse replaces the remaining methyl groups by hydroxyls, so the nucleus can grow. A pristine sulphur terrace offers neither a proton nor an unsaturated metal atom, so reaction there must break a strong bond. The model represents this chemistry by two energies per site, both measured from the trapped molecule: E_c, the barrier to chemisorption, and E_d, the barrier to desorption.

The sites are taken as independent, each holds one precursor molecule, and the reaction is irreversible. The last assumption is reasonable on hydroxyls once methane has been pumped away; on terraces it is generous.

**How often molecules arrive**

Let the gas have number density n, pressure P = n k_BT and molecular mass m. The flux onto the surface is the density times the velocity v towards it, averaged over the Maxwell distribution:

F = n √(m/2πk_BT) ∫₀^∞ v exp(−mv²/2k_BT) dv.

The integral equals k_BT/m, so F = n√(k_BT/2πm). Inserting n = P/k_BT gives

F = P/√(2πmk_BT).

With trapping probability s and site area A, the trapped arrival rate is w = sFA. At 0.1 Torr and 473 K, a molecule of 72.09 u has F = 1.90 × 10⁵ nm⁻² s⁻¹. For s = 0.5 and A = 0.25 nm²,

w = 0.5 × 1.90 × 10⁵ × 0.25 = 2.38 × 10⁴ s⁻¹,

or about 2400 arrivals in a 0.1 s pulse.

**How quickly they react or leave**

Both exits are thermally activated. Consider one coordinate x with potential V(x), zero at the well bottom and E at the barrier top. If the well stays in thermal equilibrium and no crossing returns, the escape rate is the outward thermal flux at the top divided by the population of the well:

k = √(k_BT/2πm) exp(−E/k_BT) / ∫ exp(−V/k_BT) dx.

In a deep well V ≈ mω²x²/2, and the integral is √(2πk_BT/mω²). The mass and temperature factors cancel, leaving

k = (ω/2π) exp(−E/k_BT).

With more coordinates the form survives, but the prefactor ν also contains the ratio of the freedom at the barrier to that in the well. A desorbing molecule regains rotation and lateral motion, while a reacting one must adopt a definite geometry. The example therefore uses ν_d = 10¹⁴ s⁻¹ for desorption and ν_c = 10¹² s⁻¹ for reaction, both held constant.

A trapped molecule is still present and unreacted after time t with probability exp[−(k_c + k_d)t]. Its mean dwell time is 1/(k_c + k_d), and its chance of reacting during the visit is

p = ∫₀^∞ k_c exp[−(k_c + k_d)t] dt = k_c/(k_c + k_d).

Dividing numerator and denominator by k_c gives

p = 1/{1 + (ν_d/ν_c) exp[(E_c − E_d)/k_BT]}.

The difference between the barriers controls p, together with the ratio of prefactors. Even odds require the exponential to equal ν_c/ν_d, hence

E_c = E_d − k_BT ln(ν_d/ν_c).

With k_BT = 0.0408 eV, the prefactor ratio costs 0.19 eV. For E_d = 0.7 eV the reaction barrier must therefore fall to 0.51 eV before reaction and desorption are equally likely.

**From one visit to one pulse**

Let T_e be the mean time to conversion starting from an empty site, and T_t the mean time starting from a trapped molecule. An empty site waits 1/w for an arrival. A trapped molecule waits 1/(k_c + k_d), and with probability k_d/(k_c + k_d) it leaves the site empty again:

T_e = 1/w + T_t,
T_t = 1/(k_c + k_d) + [k_d/(k_c + k_d)] T_e.

Substitute the second equation into the first and collect T_e:

T_e k_c/(k_c + k_d) = 1/w + 1/(k_c + k_d) = (w + k_c + k_d)/[w(k_c + k_d)].

Therefore T_e = (w + k_c + k_d)/(w k_c) = 1/K. This mean time is exact for the three-state model.

The exponential law needs one further condition. Let U be the probability that the site is unconverted and θ the probability that it holds a trapped molecule, so that U − θ is the probability that it is empty. Then

dθ/dt = w(U − θ) − (k_c + k_d)θ,
dU/dt = −k_c θ.

θ relaxes at the rate w + k_c + k_d. If U changes much more slowly, θ follows its balance value wU/(w + k_c + k_d). The second equation becomes dU/dt = −KU, which gives q = 1 − exp(−Kt). The condition is K ≪ w + k_c + k_d, and it holds for all three sites in the example.

Three limits show what controls nucleation:

- If k_c greatly exceeds both w and k_d, then K ≈ w: each arrival reacts, and gas supply sets the rate.
- If k_d greatly exceeds both w and k_c, then K ≈ (w/k_d)k_c: a small equilibrium population reacts slowly. This is the terrace case.
- If w greatly exceeds k_c + k_d, then K ≈ k_c: the site is almost always occupied, and desorption no longer matters. Low temperature leads here, and so does strong binding if reaction is also slow compared with arrival.

**How large the difference is**

The terrace is assigned E_d = 0.5 eV and E_c = 1.5 eV, and the hydroxyl E_d = 0.7 eV and E_c = 0.5 eV. A third site, a sluggish defect, binds as strongly as the hydroxyl but has E_c = 1.1 eV.

On the terrace, k_c = 1.04 × 10⁻⁴ s⁻¹ and k_d = 4.7 × 10⁸ s⁻¹. The molecule stays for 2.1 ns and reacts with probability 2.2 × 10⁻¹³. Multiplying by 2378 arrivals gives q = 5.3 × 10⁻¹⁰ per pulse. Since 1/K is about 1.9 × 10⁸ s, or six years, no practical lengthening of the pulse will convert these sites.

On the hydroxyl, k_c = 4.7 × 10⁶ s⁻¹ and k_d = 3.5 × 10⁶ s⁻¹, so p = 0.57. The mean conversion time is 73 μs, far shorter than the pulse. The number of nuclei is then set by the number of hydroxyls, not by the dose.

On the sluggish defect, k_c is only 1.9 s⁻¹ against the same k_d. One pulse converts 0.13 % of such defects, and 100 pulses convert 12 %. These sites do respond to exposure, since 1/K is about 77 s at this pressure.

The hydroxyl differs from the terrace in both energies, and exchanging them one at a time separates the causes. A terrace site given only the hydroxyl's reaction barrier has q = 1.0000. Given only the hydroxyl's stronger binding, it has q = 7.1 × 10⁻⁸. The extra 0.2 eV of binding lengthens the stay and raises q by a factor of about 130, which is nowhere near enough. For these energies, the lower reaction barrier is the decisive change, partly because it is a change of 1.0 eV against 0.2 eV. While desorption dominates, only E_c − E_d matters, and lowering E_c by 0.2 eV gives almost the same factor of about 135. Binding alone, however, saturates at K = k_c, which caps q near 10⁻⁵ for E_c = 1.5 eV.

**How low the barrier must be**

A useful threshold is Kt = 1, at which 63 % of sites are converted where the exponential law holds (for wt = 2 and negligible desorption the exact value is 59 %). It requires

w k_c t = w + k_c + k_d.

Moving the k_c term to the left gives k_c(wt − 1) = w + k_d. Inserting k_c = ν_c exp(−E_c/k_BT) and taking the logarithm yields the largest barrier that meets the threshold:

E_c,max = k_BT ln[ν_c(wt − 1)/(w + k_d)].

This requires wt > 1, since a site that receives less than one molecule on average cannot reach the threshold. When wt ≫ 1 and w ≪ k_d, the expression reduces to

E_c,max ≈ E_d − k_BT ln(ν_d/ν_c) + k_BT ln(wt).

The first two terms are the even-odds barrier, and the last is the benefit of repeated trials. Here it is 0.0408 × ln 2378 ≈ 0.32 eV. The limit becomes 0.63 eV for E_d = 0.5 eV and 0.83 eV for E_d = 0.7 eV. The hydroxyl lies 0.33 eV below its limit, the sluggish defect 0.27 eV above, and the terrace 0.87 eV above. A tenfold larger dose moves the limit by only k_BT ln 10 ≈ 0.09 eV.

**What temperature and purging do**

Write β = 1/k_BT, Δ = E_c − E_d and r = ν_d/ν_c. Then ln p = −ln(1 + r e^{βΔ}), and

−d ln p/dβ = Δ r e^{βΔ}/(1 + r e^{βΔ}) = (1 − p)Δ,

because the fraction multiplying Δ is the desorption probability 1 − p. This apparent activation energy is +1.0 eV on the terrace and −0.085 eV on the hydroxyl. Heating therefore raises the chance of reaction per visit on the terrace and lowers it on the hydroxyl. From 373 to 573 K, p rises from 3 × 10⁻¹⁶ to 1.6 × 10⁻¹¹ on the terrace and falls from 0.83 to 0.36 on the hydroxyl. Neither change alters the outcome of a pulse: at 573 K a hydroxyl still has hundreds of expected reactive arrivals, and a terrace site far fewer than one in a million.

Could molecules merely physisorbed on the terrace wait for the water pulse and react then? At the end of the metal pulse they occupy 5 × 10⁻⁵ of the terrace sites. A state with escape rate k survives a purge t_p with probability exp(−kt_p). To retain at least a fraction 1/e, k must not exceed 1/t_p, so its escape barrier must be at least

E = k_BT ln(νt_p).

For ν = 10¹⁴ s⁻¹ and a 5 s purge this is 1.38 eV, far above the terrace's 0.5 eV. The required barrier is proportional to temperature and falls to about 1.09 eV at 373 K. Within the model, cooling thus makes physisorption-assisted nucleation easier, but only for strongly held species. The estimate treats isolated precursor molecules and a gas that is removed at once. It does not cover hydrogen-bonded water left on the surface, readsorption during a slow purge, or overlap of the two reactants, which can nucleate films on basal planes in real low-temperature or short-purge processes. A reversible terrace product faces a similar requirement, so the terrace yield above is an upper estimate within the model.

**What this means for a thin gate oxide**

Suppose N nuclei per unit area are placed at random, all start together, and each spreads to radius r. A point stays bare if no nucleus lies within r of it. The expected number in that circle is πr²N, and for random placement the probability of finding none is

bare fraction = exp(−πNr²).

For 99 % coverage, πNr² = ln 100 = 4.61. With N = 10¹² cm⁻² = 0.01 nm⁻², r = √[4.61/(π × 0.01)] = 12.1 nm. At a lateral growth g = 0.1 nm per cycle this takes 121 cycles. Ten times more hydroxyls reduce the radius by √10, to 3.8 nm, and the count to 38 cycles. If nuclei grow upwards as fast as sideways, these radii are also roughly the film thickness at closure.

On terraces, nuclei appear steadily at J per unit area and cycle. One born at cycle j has radius g(n − j) at cycle n, so the expected number covering a given point is

∫₀ⁿ Jπg²(n − j)² dj = πJg²n³/3,

and the bare fraction is exp(−πJg²n³/3). This count includes imaginary nuclei born on covered ground, but they do no harm: each stays inside the older disc that covered its birthplace, since both edges advance equally fast. Here J = q/A = 2.1 × 10⁵ cm⁻² per cycle, and 99 % coverage would take about 5900 cycles. On a real flake, edges and defects would take over long before that.

Both coverage laws were tested on simulated discs, with births on covered ground rejected. For an expected 0.9 discs per point, the laws give a coverage of 0.593; the simulations gave 0.596 for simultaneous and 0.599 for steady nucleation, within the allowed difference of 0.03.

**What the model leaves out**

*Surface diffusion.* Molecules landing on the terrace can wander to a site before desorbing. With hop rate Γ and hop length ℓ, the diffusion coefficient is D = Γℓ²/4, and the distance scale is λ = √(D/k_d), with k_d the terrace value. A hop of 0.316 nm, a prefactor of 10¹² s⁻¹ and a barrier of 0.1 eV give λ = 2.1 nm. The terrace density c obeys

D∇²c − k_d c + sF = 0.

For an upper bound on delivery, let the site edge at radius a = √(A/π) absorb every molecule, so c(a) = 0. Each site has a circular cell of area πR² = 1/N, with no flux through its edge. In terms of the modified Bessel functions I and K (with subscripts), x = a/λ and X = R/λ, the solution is

c(r) = (sF/k_d){1 − [K₀(r/λ)I₁(X) + I₀(r/λ)K₁(X)]/B},
B = K₀(x)I₁(X) + I₀(x)K₁(X).

It vanishes at a by construction. Since K₀′ = −K₁ and I₀′ = I₁, its slope vanishes at R. The inward flow 2πaD c′(a), divided by sF, is the capture area

A_cap = 2πaλ[K₁(x)I₁(X) − I₁(x)K₁(X)]/B.

At 10¹² sites/cm² this is 12.9 nm², so total delivery rises by at most a factor of about 52 for these diffusion parameters. This bounds delivery, not conversion. Detailed balance lets a molecule hop back onto the terrace, so diffusion cannot raise a site's occupancy above its equilibrium value with the gas, about w/k_d, and K cannot exceed about w k_c/k_d. For the hydroxyl the gain is then at most (k_c + k_d)/k_d ≈ 2.4, and it was already certain to convert. The sluggish defect is already at equilibrium occupancy, so its yield per pulse stays near 0.13 %, far below the 7 % that multiplying by 52 would suggest.

*Tunnelling.* Proton transfer can pass through the top of its barrier. For a parabolic barrier the transmission at energy yk_BT above the top is 1/(1 + e^{−2πy/u}), where u = hν_b/k_BT and ν_b is the barrier frequency. Averaging over thermal energies multiplies the classical rate by

∫ e^{−y}/(1 + e^{−2πy/u}) dy = (u/2)/sin(u/2), for u < 2π,

with y running from −∞ to ∞. The substitution z = 2πy/u turns this into the standard integral ∫ e^{bz}/(1 + e^z) dz = π/sin(πb), with b = 1 − u/2π. A rough 1000 cm⁻¹ gives a factor of 1.5 and raises the hydroxyl's p from 0.57 to 0.67.

*Uncertain parameters.* Raising the hydroxyl's desorption prefactor a hundredfold lowers Kt to 32. Raising its reaction barrier by 0.2 eV instead lowers Kt to 23. Either change leaves conversion essentially complete, but both together give Kt ≈ 0.24, and one pulse would convert only about a fifth of the sites. The prefactor deserves care, because a tightly held molecule loses much of its rotation and lateral motion, and ν_d may then lie far above 10¹⁴ s⁻¹. At about 3 × 10¹⁷ s⁻¹, Kt falls to 1 even with the original barriers. Such a value is within reach. Detailed balance ties ν_d to s and A through ν_d = s(k_BT/h)(A/Λ²)q_rot/q_vib, where Λ is the thermal wavelength, A/Λ² ≈ 2800, q_rot ≈ 7 × 10⁴ for the monomer, and q_vib belongs to the six frustrated translations and rotations. If all six lie at 50, 100 or 200 cm⁻¹, ν_d is roughly 8 × 10¹⁵, 3 × 10¹⁷ or 9 × 10¹⁸ s⁻¹, and the hydroxyl's q is 1.0, 0.63 or 0.04. The value 10¹⁴ s⁻¹ corresponds to a very loosely held molecule, so near-certain conversion in one pulse depends on this assumption. A freely mobile terrace molecule would instead have ν_d near 10¹² s⁻¹, which raises the terrace yield about a hundredfold and still leaves it negligible.

*Crowding.* At 10¹³ hydroxyls/cm², one molecular footprint contains 0.025 sites on average. Two footprints overlap when their centres lie within one diameter, a circle four times as large, so about 10 % of randomly placed sites have such a neighbour. Independence is then a fair approximation. It fails for clustered hydroxyls or much denser layers.

**Comparison with real MoS2**

The temperature, pressure and pulse length are ordinary for this process, and defect densities of roughly 10¹² to 10¹³ cm⁻² are plausible for MoS2. The energies are round assumptions, neither measured nor calculated. The qualitative result agrees with common experience: alumina tends to form islands on clean basal planes, favours edges and defects, and covers better after mild oxidation or on a seed layer.

The assumption most readily broken is that of a uniform, pristine terrace with a known barrier. If the terrace barrier were 1.2 instead of 1.5 eV, q would rise to 8.3 × 10⁻⁷. Closure time varies as J^(−1/3), so the 5900 cycles would fall to about 510, still far too many for a thin gate oxide. Trimethylaluminium is largely dimeric in cool gas; at 473 K and this pressure the equilibrium gas is almost entirely monomeric, but some dimers may reach the surface before they dissociate. At the same pressure, doubling the mass lowers the molecular flux by √2, which hardly moves a logarithmic barrier limit.

**What to do about it**

First find out whether sites or exposure limit nucleation. Vary the pulse length over a wide range, because a small change can miss slow sites. With equal numbers of the hydroxyls and sluggish defects in the example, doubling the 0.1 s pulse adds only about 0.1 % more nuclei, whereas a 100 s pulse adds about 70 %. If the number of nuclei rises appreciably, a longer exposure helps, provided the time needed is practical. If it stays level, the fast sites are already saturated, and more of them are needed. Pulse length is a safer test than pressure, because extra pressure does not speed up sites that are already occupied almost all the time.

For a target radius r at closure, the coverage law gives the required density. With random, simultaneous nuclei, 99 % coverage at r = 2 nm needs

N = 4.61/(π × 4 nm²) = 0.37 nm⁻² = 3.7 × 10¹³ cm⁻².

This is a rough estimate, because at such a density about 30 % of randomly placed sites have a neighbour within one molecular diameter and no longer react independently. Even then 1 % of the area is bare, which is unacceptable for a gate. Reducing the bare fraction to 0.01 % doubles the logarithm, and so doubles the required density at the same radius.

Hydroxylation or a seed layer should therefore be judged by the density and evenness of reactive sites, not by binding strength alone. Creating those sites by damaging the channel can add scattering and charge traps, a cost outside this model. A seed layer that supplies hydroxyls without breaking Mo–S bonds avoids that particular damage, at the price of extra thickness. The full set of values is in the numerical output.

Numbers as computed

```
temperature 473 K, kT = 0.0408 eV
pressure 0.1 Torr, pulse 0.1 s, purge 5.0 s
precursor mass 72.09 u, trapping prob. 0.5, site area 0.25 nm2
prefactors: reaction 1e+12 1/s, desorption 1e+14 1/s
gas flux 1.902e+05 1/(nm2 s)
trapped arrivals per site w = 2.378e+04 1/s; per pulse 2378
terrace: Ed = 0.5 eV, Ec = 1.5 eV
  kc = 1.041e-04 1/s, kd = 4.705e+08 1/s
  reaction prob. per visit p = 2.213e-13, dwell 2.13e-09 s
  K = 5.263e-09 1/s, K*pulse = 5.263e-10, q = 5.263e-10
hydroxyl: Ed = 0.7 eV, Ec = 0.5 eV
  kc = 4.705e+06 1/s, kd = 3.480e+06 1/s
  reaction prob. per visit p = 5.748e-01, dwell 1.22e-07 s
  K = 1.363e+04 1/s, K*pulse = 1.363e+03, q = 1.000e+00
sluggish defect: Ed = 0.7 eV, Ec = 1.1 eV
  kc = 1.904e+00 1/s, kd = 3.480e+06 1/s
  reaction prob. per visit p = 5.471e-07, dwell 2.87e-07 s
  K = 1.292e-02 1/s, K*pulse = 1.292e-03, q = 1.291e-03
ratio K hydroxyl/terrace = 2.59e+12
hydroxyl mean conversion time 73.4 us
terrace site fraction holding a trapped molecule 5.05e-05
even-odds barrier: Ed 0.5: 0.312 eV; Ed 0.7: 0.512 eV
one-pulse barrier limit: Ed 0.5: 0.629 eV; Ed 0.7: 0.829 eV
terrace with hydroxyl barrier only: q = 1.0000
terrace with hydroxyl binding only: q = 7.07e-08
apparent energy of p: terrace 1.000 eV, hydroxyl -0.085 eV
p at 373 K: terrace 3.08e-16, hydroxyl 0.834
p at 473 K: terrace 2.21e-13, hydroxyl 0.575
p at 573 K: terrace 1.60e-11, hydroxyl 0.365
escape barrier needed to outlast purge (1/e left) 1.38 eV
terrace nuclei per pulse 2.11e+05 1/cm2; in 100 pulses 2.11e+07 1/cm2
sluggish defects converted after 100 pulses 0.121
lateral growth 0.1 nm/cycle; coverage target 99 %
hydroxyl 1e+12 1/cm2: 121 cycles, nucleus radius 12.1 nm
hydroxyl 1e+13 1/cm2: 38 cycles, nucleus radius 3.8 nm
terrace nucleation alone: 5933 cycles
disc simulation coverage: together 0.596, steady 0.599; law 0.593
diffusion: hop 0.316 nm, prefactor 1e+12 1/s, barrier 0.1 eV
diffusion length 2.14 nm, capture area 12.9 nm2 at 1e12 sites/cm2
delivery gain at most 52; sluggish defect q then at most 0.066
tunnelling at 1000 1/cm: factor 1.52, hydroxyl p 0.67
hydroxyl K*pulse, desorption prefactor x100: 31.7
hydroxyl K*pulse, reaction barrier +0.2 eV: 23.4
terrace q, reaction barrier -0.3 eV: 8.27e-07
crowding, sites per footprint at 1e13 1/cm2: 0.025
```
